# Pseudo-Arclength Continuation Through Avalanche Snapback

## The situation

A reverse-biased power diode is ramped into avalanche breakdown. Its current rises by orders of magnitude at nearly constant voltage. The voltage then climbs again, reaches a maximum \(V^*\), and falls while the current still grows. This fall is snapback. A simulator that prescribes the voltage and solves for the interior state by Newton iteration stalls near \(V^*\), although the device equations have smooth solutions on both sides of the maximum. The question is what becomes singular there, and how the branch can be followed past it.

## A diode model with a turning point

Take a p+–n–n+ diode in one dimension, with the p+ edge at \(x=0\) and the n+ edge at \(x=W\). The n layer has donor density \(N\) and is fully depleted. The field points toward \(-x\), and \(E>0\) denotes its magnitude. Electrons move toward \(+x\) and holes toward \(-x\), both at the saturated speed \(v\). Diffusion, recombination and heating are neglected.

Let \(J>0\) be the magnitude of the current density and \(c(x)\) the share carried by electrons. The carrier densities are \(n=cJ/(qv)\) and \(p=(1-c)J/(qv)\). The signed field is \(-E\), so Poisson's equation reads \(-E'=q(N+p-n)/\varepsilon\), or

\[
E'=-\frac{qN}{\varepsilon}+\frac{J}{\varepsilon v}(2c-1).
\]

Let both carriers have the ionization coefficient \(\alpha(E)=a\,e^{-b/E}\). Pair generation raises the electron flux \(nv\) at the rate \(\alpha(nv+pv)=\alpha J/q\). Since \(nv=cJ/q\),

\[
c'=\alpha(E),\qquad c(0)=\frac{J_s}{J},\qquad c(W)=1-\frac{J_s}{J}.
\]

The boundary values say that a leakage current density \(J_s\) of electrons enters at the p+ edge and an equal one of holes at the n+ edge. Integrating \(c'\), and differentiating Poisson's equation, gives

\[
\int_0^W\alpha\,dx=1-\frac{2J_s}{J},\qquad
E''=\lambda\,\alpha(E),\quad \lambda=\frac{2J}{\varepsilon v}.
\]

The voltage is \(V=\int_0^W E\,dx\).

### Prescribed current gives at most one solution

Suppose \(E_1\) and \(E_2\) are two positive solutions at the same \(J\), and let \(D=E_1-E_2\). The boundary values of \(c\) agree, so \(D'=0\) at both edges. Multiply \(D''=\lambda[\alpha(E_1)-\alpha(E_2)]\) by \(D\) and integrate by parts:

\[
-\int_0^W D'^2dx=\lambda\int_0^W[\alpha(E_1)-\alpha(E_2)](E_1-E_2)\,dx .
\]

The left side is not positive. The right side is not negative, because \(\alpha\) increases with \(E\). Both vanish, hence \(D=0\). Thus \(V\) is a single-valued function of \(J\) wherever a positive solution exists. For \(J\le2J_s\) none does, because \(\int\alpha\,dx\) is positive. Just above \(2J_s\) none does either, because the required voltage is too low to deplete the layer fully; for the parameters used below this excludes only \(2J_s<J<2.016J_s\).

The linearized problem is regular for the same reason. A perturbation \(\varphi\) of the field at fixed \(J\) obeys \(\varphi''=\lambda\alpha'(E)\varphi\) with \(\varphi'=0\) at the edges, so \(-\int\varphi'^2dx=\lambda\int\alpha'\varphi^2dx\) and \(\varphi=0\). This short proof uses equal ionization coefficients; the continuation method below does not need them.

### Why the voltage turns

First omit the mobile charge. The field is then linear,

\[
E=\frac VW+\frac{qN}{\varepsilon}\left(\frac W2-x\right),
\]

and the ionization integral \(I(V)=\int\alpha\,dx\) increases with \(V\). From \(J=2J_s/(1-I)\), the current rises monotonically and diverges at \(I=1\). This is breakdown without snapback.

Mobile charge changes the field's shape. With \(J_0=qNv\), the edge slopes are, up to terms of order \(J_s/J_0\),

\[
E'(0)\simeq-\frac{qN}{\varepsilon}\left(1+\frac J{J_0}\right),\qquad
E'(W)\simeq\frac{qN}{\varepsilon}\left(\frac J{J_0}-1\right).
\]

Electrons offset the donors near the n+ edge and flatten the field there. Beyond \(J_0\) they outweigh the donors, and the field bends upward at that edge as well.

The effect on voltage follows from the curvature

\[
\alpha''(E)=\alpha(E)\,\frac{b(b-2E)}{E^4},
\]

which is positive for \(E<b/2\). Write \(E=V/W+\eta\), where \(\eta\) has zero mean. To second order in \(\eta\),

\[
\frac1W\int_0^W\alpha\,dx\simeq\alpha(V/W)+\tfrac12\alpha''(V/W)\,\langle\eta^2\rangle .
\]

Once \(J\gg J_s\), the left side is pinned at \(1/W\). A flatter field therefore needs a larger mean, and a more uneven field a smaller one. If \(E<b/2\) throughout the layer, \(\alpha\) is convex over the whole range of the field, and Jensen's inequality gives a bound without the expansion: \(\alpha(V/W)\le W^{-1}\int\alpha\,dx<1/W\), so \(e^{-bW/V}<1/(aW)\). For \(aW>1\),

\[
V<\frac{bW}{\ln(aW)} .
\]

## Discretization

Measure length in units of \(W\), field in \(E_u=1\) MV/cm and voltage in \(V_u=100\) V. Define \(e=E/E_u\), \(z=V/V_u\), \(\ell=\ln(J/J_0)\), \(\kappa=qNW/(\varepsilon E_u)\) and \(\mu=V_u/(E_uW)\). On \(M\) equal intervals of length \(h=1/M\), the trapezoidal rule gives

\[
e_{i+1}-e_i=h\kappa\left[-1+e^{\ell}(c_i+c_{i+1}-1)\right],
\]
\[
c_{i+1}-c_i=\tfrac h2(A_i+A_{i+1}),\qquad A_i=aW\exp\!\left(-\frac{b}{E_ue_i}\right).
\]

Here \(e^\ell\) is the exponential, while \(e_i\) is a nodal field. With the two boundary conditions there are \(2M+2\) equations \(G(y,\ell)=0\) for the \(2M+2\) nodal values \(y=(e_i,c_i)\). The voltage condition is \(H=w^Ty-\mu z=0\), where \(w\) holds the trapezoidal weights of the field values.

## What becomes singular under voltage control

At prescribed \(z\) the unknowns are \(u=(y,\ell)\) and the equations are \(F=(G,H)=0\). Newton iteration uses

\[
F_u=\begin{pmatrix}G_y&G_\ell\\ w^T&0\end{pmatrix}.
\]

Let \(G_y\) be regular. Differentiating \(G(y(\ell),\ell)=0\) along the branch gives \(y'=-G_y^{-1}G_\ell\), and differentiating \(H=0\) gives \(w^Ty'=\mu z'\), where primes now mean \(d/d\ell\). Eliminating \(y\) from the block matrix leaves the Schur complement \(0-w^TG_y^{-1}G_\ell=w^Ty'\). Therefore

\[
\boxed{\det F_u=\mu\,\frac{dz}{d\ell}\,\det G_y .}
\]

The determinant vanishes exactly where \(dV/d\ln J=0\). The device equations at prescribed current remain regular; the fault lies in using \(V\) as the coordinate along the branch.

The direction of failure is explicit. Put \(r=(y',1)^T\) and \(\psi^T=(-w^TG_y^{-1},\,1)\). Multiplication gives

\[
F_ur=\begin{pmatrix}0\\ \mu z'\end{pmatrix},\qquad
\psi^TF_u=(0,\ \mu z').
\]

At the turning point \(r\) is a null vector: the state can move along the branch with no first-order change of voltage. The block inverse shows the approach to singularity:

\[
F_u^{-1}=\begin{pmatrix}G_y^{-1}&0\\0&0\end{pmatrix}+\frac{r\,\psi^T}{\mu z'} .
\]

The first term stays bounded. The second maps a residual \(F\) to \(r\,(\psi^TF)/(\mu z')\), which grows without limit as \(z'\to0\) unless \(\psi^TF\) vanishes too. The smallest singular value, which is \(1/\|F_u^{-1}\|_2\), thus tends to \(\mu|z'|/(\|r\|\,\|\psi\|)\) as \(z'\to0\).

Let \(\xi=\ell-\ell^*\) and let the maximum be quadratic, with \(V''=d^2V/d\ell^2<0\). To leading order

\[
V^*-V=\tfrac12|V''|\xi^2,\qquad
\xi=\pm\sqrt{\frac{2(V^*-V)}{|V''|}} .
\]

Since \(z'\) is proportional to \(\xi\), the smallest singular value falls as \(\sqrt{V^*-V}\). Two solutions merge at \(V^*\), and no nearby one exists above it.

### Error of the Newton iterates

Start from a point on the branch. Then \(G=0\), \(H=\mu(z(\ell)-z_t)\) for target voltage \(z_t\), and the inverse above gives

\[
\delta\ell=-\frac{z(\ell)-z_t}{z'(\ell)},
\]

which is Newton's method for one scalar equation. Later iterates lie slightly off the branch. Because \(H\) is linear, it is satisfied after one full step. The remaining \(G\) is quadratic in the previous step, so the distance from the branch is \(O(\xi^2)\). To leading order \(\psi^TF=-w^T(y-y(\ell))=\mu(z(\ell)-z_t)\), again the scalar residual. The denominator \(\mu z'\), itself of order \(\xi\), changes by \(O(\xi^2)\). The scalar law thus holds with relative corrections \(O(\xi)\).

For a target below the maximum, let \(d=\sqrt{2(V^*-V_t)/|V''|}\). Substituting the parabola,

\[
\xi_{k+1}=\xi_k-\frac{\xi_k^2-d^2}{2\xi_k}
=\frac12\left(\xi_k+\frac{d^2}{\xi_k}\right).
\]

While \(|\xi_k|\gg d\), the error only halves per step; quadratic convergence begins once \(|\xi_k|\) is comparable with \(d\). Reducing the voltage gap a hundredfold reduces \(d\) tenfold and costs about \(\log_2 10\simeq3.3\) more iterations. At \(V_t=V^*\), \(d=0\) and the halving never ends. Above \(V^*\), \(d^2\) changes sign:

\[
\xi_{k+1}=\frac12\left(\xi_k-\frac{d^2}{\xi_k}\right),\qquad d^2=\frac{2(V_t-V^*)}{|V''|}.
\]

A fixed point would need \(\xi^2=-d^2\), so there is no real one. Iterates that come close to the maximum are thrown away from it by the second term. Smaller voltage steps do not help, because the equation being solved has no nearby solution.

## Pseudo-arclength continuation

Let both \(\ell\) and \(z\) be unknown, \(X=(y,\ell,z)\). From a solution \(X_0\) with tangent \(T\), scaled so that \(t_\ell^2+t_z^2=1\), predict \(X_0+\Delta s\,T\). Then correct by Newton iteration on \(G=0\), \(H=0\) and

\[
t_\ell(\ell-\ell_0)+t_z(z-z_0)=\Delta s .
\]

For a smooth branch the predictor error is \(O(\Delta s^2)\). The corrector removes it, so the step size affects convergence and the spacing of points, but not the equations satisfied at those points.

Eliminating \(y\) as before leaves a two-by-two determinant:

\[
\det\begin{pmatrix}\mu z'&-\mu\\ t_\ell&t_z\end{pmatrix}
=\mu(t_\ell+t_zz').
\]

With the local tangent \((t_\ell,t_z)=(1,z')/\sqrt{1+z'^2}\), the bordered matrix \(B\) has

\[
\boxed{\det B=\mu\sqrt{1+z'^2}\;\det G_y .}
\]

The factor that vanished is now at least \(\mu\). During correction the row holds the tangent of the previous point; the matrix on the branch stays regular as long as \(t_\ell+t_zz'\ne0\), that is, until the branch has turned by a right angle in the \((\ell,z)\) plane.

The algorithm is then:

1. Solve at a low voltage, starting from the linear field and \(J=2J_s/(1-I)\).
2. Compute the tangent from \(G_yT_y+G_\ell t_\ell=0\) and \(w^TT_y=\mu t_z\). Choose its sign so that its product with the previous tangent in the \((\ell,z)\) plane is positive.
3. Predict and correct. If the corrector fails, reduce \(\Delta s\).
4. When \(t_z\) changes sign, a turning point has been passed. Refine it by solving \(z'(\ell)=0\) at prescribed current.

In a more general device \(G_y\) may itself become singular, when the current turns. The method still works if \((G,H)\) has a Jacobian of full row rank with respect to \(X\). Its kernel is then spanned by \(T\), and \(B\) is singular only if the added row is orthogonal to \(T\). Where branches cross, the rank drops and this argument fails.

### The series resistor as a second case

Let the source voltage be \(V_S=V+R_AJ\), with \(R_A\) a resistance times area. Prescribing \(V_S\) replaces \(dV/d\ln J\) in the determinant by

\[
\frac{dV_S}{d\ln J}=J\left(\frac{dV}{dJ}+R_A\right).
\]

Singular points now lie where \(dV/dJ=-R_A\). A small resistor shifts the voltage maximum to a higher current. It can also add a minimum of \(V_S\) further up the branch, where the resistor voltage begins to rise faster than the diode voltage falls. Both points disappear if \(R_A\) exceeds the largest magnitude of the negative differential resistance on the branch. The limit \(R_A\to\infty\) is current control. Pseudo-arclength continuation needs no such resistor to be chosen in advance.

## Worked example and its errors

The round parameters are \(W=10\) µm, \(N=8\times10^{15}\) cm⁻³, relative permittivity 10, \(v=2\times10^7\) cm/s, \(a=3\times10^6\) cm⁻¹, \(b=15\) MV/cm and \(J_s=10^{-3}\) A/cm². They give \(J_0=qNv=2.56\times10^4\) A/cm², \(\kappa=1.448\) and \(\mu=100/1000=0.1\). The numerical output follows the text.

With \(M=200\) and \(\Delta s=0.25\), 89 steps lead from 1200 V to \(J=10J_0\), with at most four corrector iterations each. The fixed-charge breakdown condition \(I=1\) gives 1624.4 V; the traced branch is at 1624.7 V when \(J=10^{-3}J_0\). There \(dV/d\ln J=J\,dV/dJ=25.6\times0.01316\simeq0.34\) V. The relative current is thus very sensitive to voltage on the steep breakdown wall, and with \(\ln J\) as the unknown \(F_u\) is already poorly conditioned there: its smallest singular value is about \(5\times10^{-5}\). This comes from the logarithmic variable. With \(J/J_0\) as the unknown the value is about \(9\times10^{-3}\), whereas at \(V^*\) the matrix is singular for either choice.

The maximum is \(V^*=1824.1\) V at \(J^*=1.88J_0\), below the flat-field bound \(15000/\ln3000=1873.5\) V. The difference between the largest and smallest field is 1.45 MV/cm at \(10^{-3}J_0\), 0.70 MV/cm at the voltage maximum and 1.23 MV/cm at \(10J_0\). This difference is smallest somewhat earlier, near \(1.4J_0\). The expansion, however, contains the mean square deviation \(\langle\eta^2\rangle\), and on the computed branch that is smallest at \(1.86J_0\), close to the voltage maximum. This supports the flattening argument, though only approximately: the second-order expansion gives 97% of the ionization integral at \(V^*\) and 87% at \(10J_0\). The voltage at \(10J_0\) is 1720.7 V, a snapback of 103 V.

At \(10J_0\), \(\det F_u/\det G_y=-0.1067\), hence \(z'=-1.067\). The arclength factor should be \(0.1\sqrt{1+1.067^2}=0.146\), as found. Tests at three currents compared both determinant formulas with finite differences of separately solved voltages. At \(V^*\) the smallest singular value is at rounding level under voltage control and \(1.3\times10^{-2}\) for the arclength matrix. These values depend on the scaling of the unknowns; the zero does not.

The curvature is \(V''=-96.6\) V. One volt below the maximum the parabola predicts \(d=\sqrt{2/96.6}=0.144\), against 0.143 on the computed branch. For gaps of \(1\), \(10^{-2}\), \(10^{-4}\) and \(10^{-6}\) V, Newton iteration from \(\ell^*-0.5\) takes 6, 10, 13 and 16 iterations, close to the predicted increment of 3.3. At \(V^*\) the error ratios tend to 0.500. At \(V^*+1\) V, 40 iterations do not converge. The iterates jump irregularly, and the later ones are sensitive to small numerical differences, so their values belong to one particular run. The last iterate, \(\ell=0.64\), lies near \(\ell^*=\ln1.8816=0.63\), but this is no sign of convergence: at \(|\xi|=0.01\) the term \(d^2/(2|\xi|)\) throws the next iterate a distance of about 1.

The grid error is separate from the Newton error. Relative to an adaptive shooting solution of the same model, the voltage at \(10J_0\) is wrong by \(-0.729\) V for \(M=100\) and \(-0.182\) V for \(M=200\). The ratio 4.0 confirms second order. If \(V_M=V+C/M^2\), then \(V_M-V_{M/2}=-3C/M^2\). The two grids alone therefore estimate the finer error as \(-0.547/3=-0.182\) V, without the shooting result.

At the maximum the grid error is only about \(-0.02\) V, but a voltage error \(\delta V\) there can shift \(\ln J\) at prescribed voltage by \(\sqrt{2\delta V/|V''|}\simeq0.02\), or 2% in current. Near a turning point, results should therefore be compared at equal current, or by \(V^*\) itself.

The computed fields stay between 0.48 and 2.76 MV/cm, so the assumptions \(E>0\) and \(E<b/2\) hold along the branch. The isothermal assumption is more restrictive: the dissipated power is already \(1824\times4.82\times10^4\simeq8.8\times10^7\) W/cm² at \(V^*\), and \(1721\times2.56\times10^5\simeq4.4\times10^8\) W/cm² at \(10J_0\). With a heat capacity of about 2 J/(cm³ K), the layer at \(V^*\) would warm by 100 K in about 2 ns. The turning point and the snapback beyond it are therefore stationary solutions of the stated model, not dc operating points. Continuation finds such solutions whether or not they are stable in time; stability requires the time-dependent equations and the external circuit. In a wide diode it also requires the lateral directions, because negative differential resistance favours current filaments, which a one-dimensional model excludes.

## Values computed for the example and the checks

```
width 10 um, doping 8.0e+15 cm^-3, rel. permittivity 10
velocity 2.0e+07 cm/s, a 3.0e+06 cm^-1, b 15.0 MV/cm
leakage Js 1.0e-03 A/cm^2, J0 = qNv 2.5635e+04 A/cm^2
donor field drop over width 1.4476 MV/cm; a*W 3000; mu 0.10
grid intervals 200, arclength step 0.25, steps taken 89
corrector iterations per step: max 4, mean 2.94
start: V 1200.0 V, J 2.4106e-03 A/cm^2
breakdown, fixed charge only: 1624.42 V
traced V at J/J0 = 0.001: 1624.70 V
J/J0, J (A/cm^2), V (V), E(0), Emin, E(W) (MV/cm), dV/dJ (ohm cm^2)
  0.0010 2.5635e+01 1624.70 2.3482 0.9016 0.9016 1.316e-02
  0.1000 2.5635e+03 1654.74 2.3482 0.9959 0.9959 1.135e-02
  1.0000 2.5635e+04 1804.18 2.3562 1.6168 1.6168 2.410e-03
  1.8816 4.8234e+04 1824.05 2.3884 1.6871 1.8962 0.000e+00
  5.0000 1.2817e+05 1784.34 2.5323 1.5830 2.2932 -5.825e-04
  10.0000 2.5635e+05 1720.65 2.7102 1.4818 2.5690 -4.161e-04
turning point: V* 1824.052 V, J*/J0 1.8816
turning point by shooting: V* 1824.070 V, J*/J0 1.8804
flat-field upper bound on V: 1873.51 V
snapback from V* to V(10 J0): 103.40 V
V(10 J0) minus shooting: -0.1822 V (N=200), -0.7291 V (N=100)
field range on branch: 0.476 to 2.757 MV/cm
J/J0, detFu/detGy, mu*dz/dell by differences, arclength det/detGy
  0.1353 0.038148 0.038149 0.107029
  1.1412 0.049866 0.049865 0.111744
  10.0000 -0.106671 -0.106671 0.146215
smallest singular value at V*: voltage control 3.8e-17, arclength 1.277e-02
1 - overlap of null vector with branch direction: 3.0e-15
curvature d2V/d(lnJ)2 at V*: -96.588 V
V*-V (V), Newton iterations, sigma_min, ln(J*/J), parabola value
  1e+00 6 1.0970e-03 1.42801e-01 1.43898e-01
  1e-02 10 1.1101e-04 1.43774e-02 1.43898e-02
  1e-04 13 1.1111e-05 1.43884e-03 1.43898e-03
  1e-06 16 1.1112e-06 1.43895e-04 1.43898e-04
error ratios of Newton at V*: 0.4995 0.4957 0.4925 0.4969 0.4983 0.4991 0.4996 0.4998 0.4999 0.4999
Newton at V*+1 V: converged False, iterations 40, last ln(J/J0) 0.64
```
